\section*{Hot-spot temperature of a nanosheet transistor: weak gate cooling and first correction}

\section{The decision and the model}

Before the drain current of a nanosheet transistor is computed with a temperature-dependent mobility, one must decide whether the channel may be kept at ambient temperature. If the temperature rise is a few kelvin, one transport calculation is enough. If it is many tens of kelvin, current and temperature have to be iterated together. No point of the sheet is hotter than the hot spot, so an estimate of the hot-spot rise with a known error is a good start for this decision.

Take one sheet of length $L$, width $W$, thickness $t$ and cross-section $A=Wt$, with effective thermal conductivity $k$. A steady current $I$ at voltage $V$ releases the power $Q=IV$ at $x=a$, measured from the source end; the distance to the drain end is $b=L-a$. All temperatures below are rises above a common ambient. The source end, the drain end and the gate metal are connected to ambient by independent thermal resistances $R_S$, $R_D$ and $R_G$. The gate metal has one temperature $\theta_g$.

Between sheet and gate lie an insulator of thickness $t_{\rm ox}$ and conductivity $k_{\rm ox}$ and two interfaces, for each of which resistance times area is $r$. These are in series, so the resistance times area is $\rho=t_{\rm ox}/k_{\rm ox}+2r$. With the perimeter $2(W+t)$, the conductance per unit length is
\begin{equation}
g=\frac{2(W+t)}{\rho},\qquad \rho=\frac{t_{\rm ox}}{k_{\rm ox}}+2r .
\label{g}
\end{equation}
The corners of the wrap are left out here.

For a temperature $\theta(x)$ uniform over the cross-section, the heat balance is
\begin{equation}
-kA\,\theta''+g(\theta-\theta_g)=Q\,\delta(x-a),
\label{balance}
\end{equation}
\begin{equation}
kA\,\theta'(0)=\frac{\theta(0)}{R_S},\qquad
-kA\,\theta'(L)=\frac{\theta(L)}{R_D},\qquad
g\int_0^L(\theta-\theta_g)\,dx=\frac{\theta_g}{R_G}.
\label{ends}
\end{equation}
The signs say that heat leaves the sheet at both ends, and that what enters the gate metal flows on to ambient. The wanted quantity is the effective conductance $G=Q/\theta(a)$.

\section{A minimum principle for the conductance}

For any profile with $\phi(a)=1$ and any number $\phi_g$, define
\begin{equation}
F=kA\!\int_0^L\!\phi'^2dx+\frac{\phi(0)^2}{R_S}+\frac{\phi(L)^2}{R_D}
+g\!\int_0^L\!(\phi-\phi_g)^2dx+\frac{\phi_g^2}{R_G}.
\label{F}
\end{equation}
Multiply (\ref{balance}) by $\theta$ and integrate. Integration by parts gives the boundary term $-kA[\theta\theta']_0^L$, which by (\ref{ends}) equals $\theta(0)^2/R_S+\theta(L)^2/R_D$. In the gate term, write $\theta=(\theta-\theta_g)+\theta_g$ and use the last relation in (\ref{ends}):
\begin{equation}
g\int_0^L(\theta-\theta_g)\theta\,dx=g\int_0^L(\theta-\theta_g)^2dx+\frac{\theta_g^2}{R_G}.
\end{equation}
The right side of (\ref{balance}) gives $Q\theta(a)$. Division by $\theta(a)^2$ shows that the true normalized solution $\psi=\theta/\theta(a)$, $\psi_g=\theta_g/\theta(a)$ has $F=Q/\theta(a)=G$.

Now change $\psi$ by $\eta$ with $\eta(a)=0$, and $\psi_g$ by $\eta_g$. The part of $F$ linear in the change is twice
\begin{equation}
kA\!\int\!\psi'\eta'dx+\frac{\psi(0)\eta(0)}{R_S}+\frac{\psi(L)\eta(L)}{R_D}
+g\!\int\!(\psi-\psi_g)(\eta-\eta_g)dx+\frac{\psi_g\eta_g}{R_G}.
\end{equation}
The terms with $\eta$ are what (\ref{balance}) gives when it is multiplied by $\eta$ and integrated; they sum to a multiple of $\eta(a)=0$. The terms with $\eta_g$ cancel by the gate balance in (\ref{ends}). What remains is quadratic and non-negative. Hence $G$ is the minimum of $F$, and any trial profile gives a conductance that is too large or correct, and so a temperature that is too low or correct.

\section{Leading order: source and drain}

Without gate cooling $\phi''=0$ on each side of the hot spot. On the source side the same heat flow crosses the sheet and $R_S$:
\begin{equation}
\frac{1-\phi(0)}{a/kA}=\frac{\phi(0)}{R_S}
\;\Rightarrow\;
\phi(0)=\alpha_S=R_SG_S,\qquad G_S=\frac{1}{R_S+a/kA}.
\end{equation}
The flow is $G_S$, and this side contributes $G_S^2(a/kA)+G_S^2R_S=G_S$ to $F$. Likewise $\alpha_D=R_DG_D$ with $G_D=1/(R_D+b/kA)$. Let $\phi_0$ denote this piecewise linear profile. The leading-order rise is $Q/(G_S+G_D)$. It is also an upper bound for $g>0$, because the gate terms in (\ref{F}) are non-negative and the other terms are never smaller than $G_S+G_D$.

\section{First correction: the gate}

For a given $\phi$, minimize the gate part of $F$ over $\phi_g$. The derivative vanishes when $g\int(\phi-\phi_g)dx=\phi_g/R_G$, so
\begin{equation}
\phi_g=\frac{g\int\phi\,dx}{gL+1/R_G},\qquad
B[\phi]=g\int\phi^2dx-\frac{\left(g\int\phi\,dx\right)^2}{gL+1/R_G},
\label{B}
\end{equation}
where $B$ is the minimum value. For $\phi_0$ the integrals are elementary. A linear function from $\alpha$ to 1 has mean $(1+\alpha)/2$ and mean square $(1+\alpha+\alpha^2)/3$. Therefore
\begin{align}
m_1&=\int\phi_0\,dx=\tfrac a2(1+\alpha_S)+\tfrac b2(1+\alpha_D),\\
m_2&=\int\phi_0^2\,dx=\tfrac a3(1+\alpha_S+\alpha_S^2)+\tfrac b3(1+\alpha_D+\alpha_D^2),
\end{align}
and the three-path estimate is
\begin{equation}
\theta_{\rm est}=\frac{Q}{G_S+G_D+G_g},\qquad
G_g=gm_2-\frac{(gm_1)^2}{gL+1/R_G}.
\label{est}
\end{equation}

The order of this correction depends on what is held fixed. With $\beta=gLR_G$, the ratio of gate-to-ambient resistance to insulator resistance,
\begin{equation}
G_g=g\left(m_2-\frac{\beta}{1+\beta}\,\frac{m_1^2}{L}\right).
\label{beta}
\end{equation}
If $g\to0$ at fixed $\beta$, all of $G_g$ is of first order. If $R_G$ is fixed instead, $\beta$ also tends to zero, and the strict first-order term is $gm_2$ alone. Formula (\ref{est}) serves both limits.

\subsection*{How large is the error?}

Write the true profile as $\phi_0+\eta$ with $\eta(a)=0$. In the source, drain and sheet terms the cross term vanishes: on the source side $kA\phi_0'=G_S$, which gives $-G_S\eta(0)$ from the integral and $+G_S\eta(0)$ from the end; the drain side is the same. In $B$ the cross term is $2g\int s\eta\,dx$ with $s=\phi_0-\phi_g$ and $\phi_g$ taken from (\ref{B}) for $\phi_0$. Hence
\begin{equation}
G=G_S+G_D+G_g+\min_\eta\left\{2g\!\int\! s\eta\,dx+kA\!\int\!\eta'^2dx+\dots\right\},
\end{equation}
where the dots are non-negative. Let $S$ be the largest $|s|$; it is at most 1, since $\phi_0$ and $\phi_g$ lie between 0 and 1. On the source side the Cauchy--Schwarz inequality gives $|\eta(x)|\le\sqrt{(a-x)E/kA}$ with $E=kA\int_0^a\eta'^2dx$. Since $\int_0^a\sqrt{a-x}\,dx=\frac23a^{3/2}$, this side contributes at least
\begin{equation}
E-\tfrac43gS\,a^{3/2}\sqrt{E/kA}\;\ge\;-\tfrac49\,\frac{g^2S^2a^3}{kA},
\end{equation}
by completing the square in $\sqrt E$. With the drain side added,
\begin{equation}
0\le G_S+G_D+G_g-G\le\frac{4g^2S^2}{9kA}\,(a^3+b^3).
\label{err}
\end{equation}
The error is of second order in $g$, for any $R_G$. The natural length is the decay length $\lambda=\sqrt{kA/g}$: the right side is at most $\frac49\,gL\,(L/\lambda)^2$, so the error is a small part of $gL$ when the sheet is short compared with $\lambda$. The error also cannot exceed $G_g\le gm_2\le gL$, because $G\ge G_S+G_D$; the relative error is therefore small whenever $gL$ is small compared with $G_S+G_D$. In a numerical solution of the heat balance at fixed $R_G$, halving a weak $g$ reduced the relative error of (\ref{est}) by a factor 3.92, close to the 4 of a second-order law.

\section{What the gate term means}

Since $g\int(\phi_0-\phi_g)dx=\phi_g/R_G$, the minimum value $B[\phi_0]$ can also be written
\begin{equation}
G_g=g\int_0^L(\phi_0-\phi_g)\,\phi_0\,dx .
\label{weight}
\end{equation}
For the linear profile, the factor $g(\phi_0-\phi_g)$ is the heat flow into the gate per unit length and per unit hot-spot rise. It is weighted by $\phi_0\le1$: on either side of the hot spot, heat removed farther away cools the hot spot less. The three terms in (\ref{est}) add up to the estimated conductance, but they are not the shares of heat carried by the three paths.

Three limits show the range of the formula.

\textbf{Gate metal at ambient,} $R_G\to0$. Then $\beta=0$ and $G_g=gm_2$.

\textbf{Gate metal without an outlet,} $R_G\to\infty$. Then $G_g=g(m_2-m_1^2/L)$, which is $gL$ times the variance of $\phi_0$. No net heat leaves through the gate, yet the metal takes heat from the hot part of the sheet and returns it to the cold part.

\textbf{Highly conducting sheet,} $kA\to\infty$. Then $\alpha_S=\alpha_D=1$ and $m_1=m_2=L$, so that
\begin{equation}
G\to\frac1{R_S}+\frac1{R_D}+\frac{1}{R_G+1/(gL)} .
\label{iso}
\end{equation}
This is the isothermal-sheet estimate. At finite $kA$ it corresponds to the trial profile $\phi=1$ and therefore gives too low a temperature.

The expansion fails for a long sheet. Put the gate metal at ambient and the heated point in the middle, with $L\gg\lambda$. The solution is $\theta(a)e^{-|x-a|/\lambda}$, each side carries $kA\theta(a)/\lambda$, and $G=2kA/\lambda$. In the estimate, as $L$ grows at fixed end resistances, $\alpha_S$, $\alpha_D$ and $G_S+G_D$ tend to zero, while $G_g$ grows in proportion to $L$, with leading term $gL/3$. With $g=kA/\lambda^2$ the ratio of estimated to true conductance therefore has the leading term $L/(6\lambda)$, which grows without limit. With the gate metal at ambient and the heated point many decay lengths from both ends, one should use $G=2kA/\lambda$ instead.

\section{Worked example}

The parameters are round model values: $L=20$, $W=40$, $t=5$ and $a=15$ nm; $k=20$ W/(m\,K); $t_{\rm ox}=2$ nm; $k_{\rm ox}=1$ W/(m\,K); $r=5000$ nm$^2$\,K/$\mu$W; and $R_S=R_D=R_G=5$ K/$\mu$W. The current is 40 $\mu$A at 0.7 V, so $Q=28$ $\mu$W. In these units 1 W/(m\,K) is $10^{-3}$ $\mu$W/(nm\,K), hence $kA=0.020\times200=4.0$ $\mu$W\,nm/K.

The insulator has $\rho=2000+2\times5000=12000$ nm$^2$\,K/$\mu$W. The interfaces contribute five times as much as the film, so thinning the film would help little. With a perimeter of 90 nm, $g=90/12000=0.0075$ $\mu$W/(nm\,K), $gL=0.15$ $\mu$W/K, $\beta=0.75$ and $\lambda=23$ nm. The paths are
\begin{align}
G_S&=\frac1{5+3.75}=0.1143,\qquad G_D=\frac1{5+1.25}=0.1600,\\
G_g&=0.0075\times13.556-\frac{(0.0075\times16.286)^2}{0.15+0.20}=0.0590,
\end{align}
all in $\mu$W/K, with $\alpha_S=0.571$, $\alpha_D=0.800$, $m_1=16.286$ nm and $m_2=13.556$ nm. The sum is 0.3333 $\mu$W/K, and
\begin{equation}
\theta_{\rm est}=\frac{28}{0.3333}=84\ {\rm K}.
\end{equation}

For the error bound, (\ref{B}) gives $\phi_g=0.122/0.35=0.349$, so $S=1-0.349=0.651$. With $a^3+b^3=3500$ nm$^3$, the right side of (\ref{err}) is 0.0093 $\mu$W/K. The model's rise therefore lies between 84 K and $28/0.3240=86.4$ K. The numerical solution gives 84.4 K; the estimate is 0.5 per cent below it.

The other approximations can be judged against the same 84.4 K. Leading order alone gives 102 K, 21 per cent too high. The strict first-order term at fixed $R_G$ gives $28/(0.2743+0.1017)=74$ K, 12 per cent too low, because $\beta=0.75$ is not small and the gate metal warms by 28 K. The isothermal sheet gives 58 K, 32 per cent too low: it omits the resistance along the sheet, although the source end is at 45 K and the drain end at 67 K.

The heat flows to source, drain and gate are 32, 48 and 20 per cent of $Q$, whereas the three terms of the conductance have shares of 34, 48 and 18 per cent. Here the gate carries more heat than its term suggests, as the weight in (\ref{weight}) allows; for other parameters the order can be reversed.

For the decision at the start, the hot spot is 84 K above ambient, and even the coolest point of the sheet, its source end, is 45 K above it. For these parameters the whole channel is therefore warm, and current and temperature should be iterated together. The conclusion depends on the outer resistances: with $R_S=R_D=R_G=1$ K/$\mu$W the hot spot is 39 K and the source end only 8 K above ambient. If a rise of 10 K were tolerable, the power would have to stay below about $10\times0.333=3.3$ $\mu$W.

\section{Where the heat is released}

The point source is a model choice. The peak rise for any other distribution of the heat along the sheet can be bounded from above. Replace any trial $\phi$ and $\phi_g$ by their values clipped to the interval from 0 to 1. Clipping keeps $\phi(a)=1$ and increases no difference and no magnitude, so it does not increase $F$. The minimum is unique, because $F$ is strictly convex; hence $0\le\psi\le1$, and no point is hotter than the heated one. Let $R(x,s)$ be the rise at $x$ per unit power at $s$. For power density $q(s)\ge0$ with total $Q$,
\begin{equation}
\theta(x)=\int R(x,s)q(s)\,ds\le\int R(s,s)q(s)\,ds\le Q\max_sR(s,s).
\end{equation}
In the example the largest point-source rise is 86 K, for heating at mid-channel, and uniform heating gives a peak of 70 K. Heating at the drain end gives 80 K. Moving the point source thus matters by a few kelvin, while spreading the heat over the whole channel matters by more than ten. Power released beyond the drain end lies outside the model.

\section{What the model leaves out}

A two-dimensional solution for the wrapped insulator, with the sheet surface at one temperature, shows that the corners raise $g$ by about 6 per cent. The numerical rise falls from 84.4 to 84.0 K. That this agrees with $\theta_{\rm est}$ is a coincidence of two small errors.

Uniformity over the cross-section presumes that the heat is released evenly over it, and rests on small ratios of sheet to insulator resistance. Through half the thickness the ratio is $(t/2k)/\rho=0.010$; across half the width it is $(W/2k)/\rho=0.083$. The second is a cautious figure, since most of the heat that enters the insulator, about nine tenths, does so through the wide faces. A three-dimensional solution of the sheet, with the end resistances spread evenly over the end faces, gives 83 to 85 K across the heated plane, with a mean of 84.5 K.

A further assumption, not tested here, is Fourier's law. When phonon mean free paths are comparable with 20 nm, a local conductivity does not describe the transport, and an effective $k$ with interface resistances is a fit to it. The bounds above hold for the model equations and do not cover this error. A conductivity that falls with temperature, source, drain and gate paths that share part of their way to ambient, or several sheets that share their outer resistances would also change the result. Within the model, the rise for point heating at $x=a$ is 84 K to within a few kelvin. The parameters matter far more than this: $k=10$ W/(m\,K) gives 107 K and $k=40$ W/(m\,K) gives 72 K. For a real device the figure is no better than the parameters and the assumptions listed here, and no error range for that case has been derived.

\section*{Computed results}
\begin{verbatim}
sheet length, width, thickness: 20, 40, 5 nm
heat source distance from source end: 15 nm
sheet conductivity: 20 W/(m K)
insulator thickness: 2 nm
insulator conductivity: 1 W/(m K)
resistance of each interface: 5.0e-09 m^2 K/W = 5000 nm^2 K/uW
R_S, R_D, R_G: 5.0, 5.0, 5.0 K/uW
current: 40 uA, voltage: 0.7 V, power: 28.0 uW
k A: 4.000 uW nm/K
sheet perimeter: 90 nm
film part of insulator resistance: 2000 nm^2 K/uW
film plus interfaces: 12000 nm^2 K/uW
g: 0.00750 uW/(nm K), g L: 0.1500 uW/K
decay length: 23.09 nm
Biot number through half thickness: 0.0104
sheet resistance to source, drain end: 3.750, 1.250 K/uW
alpha_S, alpha_D: 0.5714, 0.8000
m1, m2: 16.286, 13.556 nm
G_S, G_D, G_g: 0.1143, 0.1600, 0.0590 uW/K
sum of the three terms: 0.3333 uW/K
three-path estimate of rise: 84.00 K
numerical rise in the model: 84.43 K
estimate below numerical rise by: 0.51 %
upper bound without gate path: 102.08 K
isothermal-sheet estimate: 57.65 K
numerical rise at source end: 44.82 K
numerical rise at drain end: 66.72 K
numerical rise of gate metal: 28.46 K
heat flow to source, drain, gate: 8.96, 13.34, 5.69 uW
heat-flow shares: 32.0, 47.7, 20.3 %
shares of conductance terms: 34.3, 48.0, 17.7 %
error ratio on halving weak g: 3.920
g with corners: 0.00792 uW/(nm K)
corner increase of g: 5.65 %
numerical rise with corners: 83.97 K
heat at 0 nm: estimate 79.70 K, numerical 80.41 K
heat at 10 nm: estimate 85.48 K, numerical 85.82 K
heat at 20 nm: estimate 79.70 K, numerical 80.41 K
uniform heating, peak rise: 69.81 K
uniform heating, peak position: 10.00 nm
largest point-source rise: 85.82 K
position of largest point-source rise: 10.00 nm
\end{verbatim}
